**Field of an isolated ferroelectric film after warming**

The program tests $E=-p\,\Delta T/(\varepsilon_0\varepsilon_r)$ for a film that is fully screened at the start and then isolated. Here $p$ is the zero-field pyroelectric coefficient, $\Delta T$ the temperature rise, $\varepsilon_r$ the relative permittivity, and $E$ is positive along the polarization. The independent side is a nonlinear Landau film whose field is summed over sheets of free and bound charge and solved self-consistently; its $p$ and $\varepsilon_r$ are measured by finite differences. The program asserts agreement for a very small warming and for changes of +10 K and −10 K, and it also asserts the polarization balance, the voltage and the near cancellation of the field by a screening deficit. The formulas for stray capacitance and electrode expansion are compared with the same model, and the leakage formula with a numerical integration of its rate equation. The output gives 18.82 kV/cm from the formula, and 18.822 kV/cm on warming and −18.825 kV/cm on cooling from the model. With a resistivity of $10^{12}\ \Omega\,$cm and a ramp of 10 s, leakage lowers the field to 4.88 kV/cm.

## Numerical verification

```python
"""
Result under test: a ferroelectric film, fully screened at the start and then
left in open circuit, acquires on warming by dT the field
    E = -p dT / (eps0 eps_r),   positive along the polarization P0.
p: pyroelectric coefficient dP/dT at zero field (negative), C/(m^2 K)
eps_r: small-signal relative permittivity of the poled film
Independent road: a nonlinear Landau film whose field is summed over explicit
sheets of free and bound charge, without displacement field or permittivity.
All internal quantities are in SI units.
"""
import numpy as np
from scipy.constants import epsilon_0 as eps0
from scipy.optimize import brentq
from scipy.integrate import solve_ivp

# Inputs: posed values, then rough typical values for a hafnia-based film
eps_r = 30.0
p = -50e-6
dT = 10.0
P0 = 0.20                 # remanent polarization
thickness = 10e-9
side = 100e-6             # side of square electrode
E_coercive = 1.0e8
E_breakdown = 4.0e8
C_stray = 10e-12
alpha_si = 2.6e-6         # linear thermal expansion of silicon, 1/K
ramp_rate = 1.0           # K/s
rho_good, rho_leaky = 1e12, 1e10   # resistivity, ohm m

area = side**2
eps = eps0 * eps_r
E_formula = -p * dT / eps
C_film = eps * area / thickness

# Landau film: field needed to hold polarization P at temperature offset t
span = P0 / (2 * abs(p))                         # distance to model transition
a = 1 / (2 * span * eps0 * (eps_r - 1))
b = a * span / P0**2


def landau_field(P, t):
    return -a * (span - t) * P + b * P**3


def polarization(field, t):
    return brentq(lambda P: landau_field(P, t) - field,
                  0.9 * P0, 1.1 * P0, xtol=1e-16, rtol=1e-15)


def sheet_field(sigma, P, z):
    """Field at height z from free and bound sheets on both film faces."""
    sheets = [(0.0, sigma), (0.0, -P), (thickness, -sigma), (thickness, P)]
    return sum(s * np.sign(z - z0) for z0, s in sheets) / (2 * eps0)


def open_circuit(t, sigma0=P0, c_ext=0.0):
    """Self-consistent field and polarization; c_ext is stray C per area."""
    def mismatch(P):
        E = landau_field(P, t)
        sigma = sigma0 - c_ext * E * thickness
        return E - sheet_field(sigma, P, thickness / 2)
    P = brentq(mismatch, 0.9 * P0, 1.1 * P0, xtol=1e-16, rtol=1e-15)
    return landau_field(P, t), P


# Measure the model's response coefficients by finite differences
p_measured = (polarization(0, 0.1) - polarization(0, -0.1)) / 0.2
chi_measured = (polarization(1e4, 0) - polarization(-1e4, 0)) / 2e4
eps_measured = eps0 + chi_measured
assert abs(p_measured / p - 1) < 1e-5
assert abs(eps_measured / eps - 1) < 1e-5

# Small warming: only the linear coefficient matters
E_small, _ = open_circuit(0.01)
assert abs(E_small / (-p_measured * 0.01 / eps_measured) - 1) < 1e-5

# Full warming and cooling; tolerance allows for material nonlinearity
E_warm, P_warm = open_circuit(dT)
E_cool, _ = open_circuit(-dT)
assert abs(E_warm / E_formula - 1) < 1e-3
assert abs(E_cool / (-E_formula) - 1) < 1e-3
assert abs(sheet_field(P0, P_warm, 2 * thickness)) < 1e-6 * E_warm

# Polarization balance: field restores most of the zero-field loss
loss_zero_field = P0 - polarization(0, dT)
loss_actual = P0 - P_warm
induced = eps0 * (eps_r - 1) * E_formula
assert abs(loss_zero_field / (abs(p) * dT) - 1) < 5e-3
assert abs((loss_actual / loss_zero_field) * eps_r - 1) < 5e-3
assert abs((P_warm - polarization(0, dT)) / induced - 1) < 5e-3

# Voltage from the self-consistent field against charge over capacitance
voltage = abs(p) * dT * area / C_film
assert abs(E_warm * thickness / voltage - 1) < 1e-3

# A screening deficit equal to the pyroelectric charge cancels the field
E_deficit, _ = open_circuit(dT, sigma0=P0 - abs(p) * dT)
assert abs(E_deficit) < 5e-3 * E_formula

# Stray capacitance and electrode-area expansion
E_stray = E_formula * C_film / (C_film + C_stray)
E_stray_model, _ = open_circuit(dT, c_ext=C_stray / area)
assert abs(E_stray_model / E_stray - 1) < 1e-3
E_expand = (abs(p) - 2 * alpha_si * P0) * dT / eps
E_expand_model, _ = open_circuit(dT, sigma0=P0 / (1 + alpha_si * dT)**2)
assert abs(E_expand_model / E_expand - 1) < 1e-3

# Leakage during a steady temperature ramp
t_ramp = dT / ramp_rate


def leaky_ramp(rho):
    return abs(p) * ramp_rate * rho * (1 - np.exp(-t_ramp / (rho * eps)))


for rho in (rho_good, rho_leaky):
    run = solve_ivp(lambda t, E: (abs(p) * ramp_rate - E / rho) / eps,
                    (0, t_ramp), [0.0], rtol=1e-9, atol=1e-3)
    assert run.success
    assert abs(run.y[0, -1] / leaky_ramp(rho) - 1) < 1e-6

kvcm = 1e-5               # V/m to kV/cm
uccm = 100.0              # C/m^2 to uC/cm^2
print("INPUTS (film values rough typical)")
print(f"relative permittivity: {eps_r:.0f}")
print(f"pyroelectric coefficient p: {p*1e6:.0f} uC/(m^2 K)")
print(f"temperature rise: {dT:.0f} K")
print(f"vacuum permittivity: {eps0:.4e} F/m")
print(f"remanent polarization: {P0*uccm:.0f} uC/cm^2")
print(f"film thickness: {thickness*1e9:.0f} nm")
print(f"electrode side: {side*1e6:.0f} um")
print("RESULT")
print(f"pyroelectric charge |p| dT: {abs(p)*dT*uccm:.4f} uC/cm^2")
print(f"film permittivity eps0 eps_r: {eps:.4e} F/m")
print(f"field from formula: {E_formula:.4e} V/m")
print(f"field from formula: {E_formula*kvcm:.2f} kV/cm")
print(f"open-circuit voltage: {voltage*1e3:.2f} mV")
print(f"polarization restored by field: {induced*uccm:.4f} uC/cm^2")
print(f"net polarization loss eps0 E: {eps0*E_formula*uccm:.5f} uC/cm^2")
print(f"pyroelectric charge / remanent: {100*abs(p)*dT/P0:.2f} %")
print("CHARGE-SHEET LANDAU MODEL")
print(f"field on warming: {E_warm*kvcm:.3f} kV/cm")
print(f"field on cooling by same amount: {E_cool*kvcm:.3f} kV/cm")
print(f"warming, deviation from formula: {100*(E_warm/E_formula-1):.4f} %")
print(f"field with screening deficit |p| dT: {E_deficit*kvcm:.3f} kV/cm")
print("NEGLECTED EFFECTS")
print(f"ramp: {ramp_rate:.0f} K/s for {t_ramp:.0f} s")
for name, rho in (("good", rho_good), ("leaky", rho_leaky)):
    print(f"{name} film resistivity: {rho*100:.0e} ohm cm")
    print(f"{name} film relaxation time: {rho*eps:.2f} s")
    print(f"{name} film field at end of ramp: {leaky_ramp(rho)*kvcm:.2f} kV/cm")
print(f"film capacitance: {C_film*1e12:.1f} pF")
print(f"stray capacitance: {C_stray*1e12:.0f} pF")
print(f"field with stray capacitance: {E_stray*kvcm:.2f} kV/cm")
print(f"silicon linear expansion: {alpha_si:.1e} 1/K")
print(f"field with area expansion added: {E_expand*kvcm:.2f} kV/cm")
print(f"rough coercive field: {E_coercive*kvcm:.0f} kV/cm")
print(f"field / coercive field: {100*E_formula/E_coercive:.2f} %")
print(f"rough breakdown field: {E_breakdown*kvcm:.0f} kV/cm")
print(f"field / breakdown field: {100*E_formula/E_breakdown:.2f} %")
print("PASS")
```

It prints:

```
INPUTS (film values rough typical)
relative permittivity: 30
pyroelectric coefficient p: -50 uC/(m^2 K)
temperature rise: 10 K
vacuum permittivity: 8.8542e-12 F/m
remanent polarization: 20 uC/cm^2
film thickness: 10 nm
electrode side: 100 um
RESULT
pyroelectric charge |p| dT: 0.0500 uC/cm^2
film permittivity eps0 eps_r: 2.6563e-10 F/m
field from formula: 1.8823e+06 V/m
field from formula: 18.82 kV/cm
open-circuit voltage: 18.82 mV
polarization restored by field: 0.0483 uC/cm^2
net polarization loss eps0 E: 0.00167 uC/cm^2
pyroelectric charge / remanent: 0.25 %
CHARGE-SHEET LANDAU MODEL
field on warming: 18.822 kV/cm
field on cooling by same amount: -18.825 kV/cm
warming, deviation from formula: -0.0079 %
field with screening deficit |p| dT: 0.023 kV/cm
NEGLECTED EFFECTS
ramp: 1 K/s for 10 s
good film resistivity: 1e+14 ohm cm
good film relaxation time: 265.63 s
good film field at end of ramp: 18.47 kV/cm
leaky film resistivity: 1e+12 ohm cm
leaky film relaxation time: 2.66 s
leaky film field at end of ramp: 4.88 kV/cm
film capacitance: 265.6 pF
stray capacitance: 10 pF
field with stray capacitance: 18.14 kV/cm
silicon linear expansion: 2.6e-06 1/K
field with area expansion added: 18.43 kV/cm
rough coercive field: 1000 kV/cm
field / coercive field: 1.88 %
rough breakdown field: 4000 kV/cm
field / breakdown field: 0.47 %
PASS
```
